Zero-temperature decay of a cubic metastable well

**Problem**

A particle of mass m moves without friction in the potential

U(q) = ½mω²q²(1 − q/q₀).

It starts in the lowest state of the well around q = 0 and can escape to q → +∞. Let V be the barrier height. Find the leading form of the decay rate Γ for V ≫ ħω, and compare it with the width of the ground resonance when ω = 10¹² s⁻¹ and V = 3ħω.

The slope U′ = mω²q(1 − 3q/(2q₀)) vanishes at q = 2q₀/3, so

V = ½mω²(4q₀²/9)(1/3) = (2/27)mω²q₀², or mω²q₀² = 27V/2.

The particle leaves the barrier at q₀, where U = 0. The decaying state has a complex energy E and an outgoing wave on the right. Its probability falls as |exp(−iEt/ħ)|² = exp(2 Im E t/ħ), so Γ = −2 Im E/ħ.

**First estimate by scaling**

With ħ, m and ω as units, the only parameter left is v = V/ħω. Tunnelling probabilities scale as exp(−S/ħ), where S is twice the barrier width times a typical momentum √(2mV). Since q₀ = √(27V/(2mω²)), S is a number times V/ω.

To guess the number, replace the barrier by an inverted parabola of height V between 0 and q₀. The average of √(1 − z²) over −1 < z < 1 is π/4, so

S ≈ 2q₀√(2mV)(π/4) = (π/2)√27 V/ω ≈ 8.16 V/ω.

With one attempt per oscillation, Γ ≈ (ω/2π)exp(−8.16v). For v = 3 this is about 4 × 10⁻¹² ω.

**Solution: the bounce**

In imaginary time τ, the amplitude to start and end at q = 0 after a long time T behaves as exp(−ET/ħ). It is a sum over paths with weight exp(−S[q]/ħ), where

S[q] = ∫(½m q̇² + U)dτ.

Since U is unbounded below, the sum is defined by rotating the paths on the right into the upper half of the complex plane. This direction selects the outgoing wave, which decays under such a rotation, as shown in the section on the resonance width.

Stationary paths obey m q̈ = U′(q). One is q = 0. Another leaves q = 0, turns at q₀ and returns. It has ½m q̇² = U, hence |q̇| = ωq√(1 − q/q₀), which is solved by

q_b = q₀ sech²(ωτ/2),

because then √(1 − q_b/q₀) = |tanh(ωτ/2)| and q̇_b = −ωq_b tanh(ωτ/2). With u = q/q₀, its action is

S = ∫m q̇_b² dτ = 2∫₀^{q₀}√(2mU)dq = 2mωq₀²∫₀¹u√(1 − u)du.

The last integral is 2/3 − 2/5 = 4/15. Therefore

S = (8/15)mωq₀² = (8/15)(27/2)V/ω = 36V/(5ω).

**Fluctuations and the zero mode**

For q = q_b + η the action changes to second order by (m/2)∫ηMη dτ. Since U″ = mω²(1 − 3q/q₀),

M = −∂τ² + ω²[1 − 3 sech²(ωτ/2)].

Around q = 0 the operator is M₀ = −∂τ² + ω². Expand η in normalized eigenfunctions of M with coefficients c. Each Gaussian integral, with measure √(m/2πħ)dc, gives λ^(−1/2) for eigenvalue λ.

One eigenvalue is zero, because shifting the bounce in time costs no action. Its normalized function is q̇_b/√(S/m), so a shift dτ₀ corresponds to |dc| = √(S/m)dτ₀. This mode therefore contributes

√(m/2πħ)√(S/m)T = T√(S/2πħ).

The other modes give |det′M/det M₀|^(−1/2), where the prime omits the zero eigenvalue.

**The determinant ratio**

Divide time into steps ε. For an operator −∂τ² + w(τ), multiplied by ε², the matrix has 2 + ε²w_j on the diagonal and −1 beside it. Expanding the leading j × j determinant D_j along its last row gives

D_j = (2 + ε²w_j)D_{j−1} − D_{j−2}.

As ε → 0 this becomes D̈ = wD, where εD starts from zero with unit slope. On a long interval the ratio of two determinants is thus the ratio of their growing solutions at the far end.

Use s = ωτ/2 and add a constant μ to both operators. Then

M + μ = (ω²/4)(−∂s² + κ² − 12 sech²s), with κ² = 4 + 4μ/ω².

Let H_l = −∂s² − l(l+1)sech²s and A_l = ∂s + l tanh s, with adjoint A_l† = −∂s + l tanh s. Since (tanh s)′ = sech²s and tanh²s = 1 − sech²s,

A_l A_l† = H_{l−1} + l²,
A_l†A_l = H_l + l².

If H_{l−1}ψ = −κ²ψ, then applying A_l† to A_l A_l†ψ = (l² − κ²)ψ shows that H_l(A_l†ψ) = −κ²A_l†ψ. Start from exp(κs), which solves the case l = 0, and apply A₁†, A₂†, A₃† in turn. Each multiplies the growing wave by −κ − l on the far left and by −κ + l on the far right. The growth relative to the free solution is the quotient, so

det(M + μ)/det(M₀ + μ) = [(κ−1)(κ−2)(κ−3)]/[(κ+1)(κ+2)(κ+3)].

The zeros κ = 3, 2, 1 correspond to eigenvalues −μ = −5ω²/4, 0 and 3ω²/4. There is one negative mode.

For small μ the left side is μ det′M/det M₀, while κ − 2 ≈ μ/ω². The right side is then (1/3)(μ/4ω²)(−1/5), so

det′M/det M₀ = −1/(60ω²).

**The negative mode**

Along this mode the bounce is a maximum of the action S[q], so the weight exp(−S/ħ) grows away from it and the integral cannot be taken along the real direction. A one-variable integral shows what the rotation does. Take ∫exp(−f)dx with f = x²/2 − gx³, running from −∞ and ending in the direction exp(iπ/3). The contour can follow the real axis to the maximum of f at x_b = 1/(3g), where f = f_b and f″ = −1, and then turn upwards with x = x_b + iy. There

f = f_b + y²/2 + igy³.

The real segment gives no imaginary part. The upward half-line gives, to leading order, i exp(−f_b)∫₀^∞exp(−y²/2)dy, which is half a full Gaussian. The numerical check finds a fraction 0.497 at f_b = 20.

The imaginary part of the one-bounce contribution, relative to that of q = 0, is therefore

½T√(S/2πħ)√60 ω exp(−S/ħ).

For n widely separated bounces the contributions multiply, and their time ordering supplies 1/n!. The sum is an exponential. Comparison with exp(−ET/ħ) gives

Im E = −(ħ/2)√60 ω√(S/2πħ)exp(−S/ħ).

With Γ = −2 Im E/ħ and S/ħ = 36v/5, the squared prefactor is 60ω²(36v/5)/(2π) = 216ω²v/π = (ω/2π)²(864πv). Hence

**Γ = (ω/2π)√(864πV/ħω) exp(−36V/(5ħω)), for V ≫ ħω.**

**A check by outgoing flux**

The factor one half can be confirmed without a path integral. Write ψ = a exp(−W/ħ) in the Schrödinger equation with E ≈ ħω/2. The leading order gives W′ = √(2mU). The next order gives (2a′W′ + aW″)/(2m) = ωa/2, or

a′/a = (mω − W″)/(2W′).

Near q = 0, W = mωq²/2 and a is constant. This is the oscillator ground state, so a(0)² = √(mω/πħ). Adding and subtracting 1/q before integrating gives

a(q)² = a(0)²(mωq/W′)exp[I(q)],
I(q) = ∫₀^q(mω/W′ − 1/q₁)dq₁.

Now pass above q₀ in the complex plane. The phase of 1 − q/q₀ goes from 0 to −π, so W′ becomes −ik with k = √(2m|U|), and exp(−W/ħ) becomes an outgoing wave. Its squared modulus stays at exp(−S/ħ), since W(q₀) = S/2. Beyond q₀ the term mω/W′ is imaginary, so Re I(q) = I(q₀) − ln(q/q₀). The flux is

(k/m)|ψ|² = a(0)²ωq₀ exp[I(q₀)]exp(−S/ħ).

Probability conservation makes Γ equal to this flux divided by the norm in the well, which is 1. With z = √(1 − u),

I(q₀) = ∫₀¹[1/√(1−u) − 1]du/u = ∫₀¹2dz/(1+z) = 2 ln 2.

Thus Γ = 4ωq₀√(mω/πħ)exp(−S/ħ). Its squared prefactor is 16ω²(27v/2)/π = 216ω²v/π, as before.

**The resonance width**

The width can also be computed without a semiclassical expansion. Replacing q by q exp(iθ) gives

H_θ = e^(−2iθ)p²/(2m) + ½mω²e^(2iθ)q² − e^(3iθ)mω²q³/(2q₀).

At large distance the outgoing wave is exp(icq^(5/2)) with c > 0. After rotation it decays if sin(5θ/2) > 0. The decaying wave on the left, exp(−c|q|^(5/2)), still decays if cos(5θ/2) > 0. Both hold for 0 < θ < π/5, and the resonance becomes a normalizable eigenfunction with the same complex E.

In an oscillator basis q³ connects states at most three levels apart, so the matrix is banded. It is solved with 80 digits, because the smallest width below is far under double-precision rounding of E. Changing both θ and the basis size leaves the width at v = 12 unchanged in the tested digits.

**Comparison**

For v = 3 the bounce gives

S/ħ = 7.2 × 3 = 21.6,
Γ/ω = √(216 × 3/π) exp(−21.6) = 14.36 × 4.161 × 10⁻¹⁰ = 5.98 × 10⁻⁹.

With ω = 10¹² s⁻¹ this is Γ = 5.98 × 10³ s⁻¹, a lifetime of 1.67 × 10⁻⁴ s. The resonance width gives 5.56 × 10³ s⁻¹ and 1.80 × 10⁻⁴ s. The instanton rate is 7.4% too high relative to the resonance value.

The scaling estimate is too low by a factor of about 1600 relative to the instanton rate. Its exponent, 24.5 instead of 21.6, accounts for a factor of about 18. The prefactor accounts for the other 90: it is 14.36ω, not ω/2π. Scaling finds the dependence on V/ħω in the exponent, but an error of order one in its coefficient is multiplied by v and then exponentiated.

Let R be the resonance width divided by the instanton value:

v = 1: R = 0.733, v(1 − R) = 0.267
v = 2: R = 0.892, v(1 − R) = 0.216
v = 3: R = 0.931, v(1 − R) = 0.207
v = 5: R = 0.960, v(1 − R) = 0.202
v = 8: R = 0.975, v(1 − R) = 0.200
v = 12: R = 0.983, v(1 − R) = 0.198

From v = 3 to v = 12 the last column changes by less than 5%, so there 1 − R falls roughly as ħω/V. At v = 1 and v = 2 the column is larger, so from v = 1 to v = 3 the error falls faster than that as v grows. The table says nothing about v < 1, where this trend need not continue. A quadratic fit in 1/v to the last three ratios extrapolates to 0.99996, which supports both the exponent and the prefactor. At V = ħω the formula is 36% too high relative to the resonance width: the barrier is then too low for the leading term to be accurate. The formula also ceases to describe the total rate once excited states in the well are populated, since it contains the ground resonance alone.

Computed results

```
Worked example
omega = 1.0e+12 s^-1
V/(hbar omega) = 3.0 (dimensionless)
hbar omega = 0.6582 meV
barrier V = 1.9746 meV
cubic coupling g = 0.07857 (hbar=m=omega=1)
exit point q0 = 6.3640 sqrt(hbar/(m omega))
bounce action S = 21.6000 hbar
exp(-S/hbar) = 4.1614e-10 (dimensionless)
prefactor = 14.3619 omega
instanton rate = 5.9766e-09 omega
instanton rate = 5.9766e+03 s^-1
instanton lifetime = 1.6732e-04 s
complex-scaled rate = 5.5633e+03 s^-1
complex-scaled lifetime = 1.7975e-04 s
instanton/complex-scaled = 1.0743
Checks of the derivation
three lowest sliced-time eigenvalues = -1.2500, -0.0000, 0.7500 omega^2
sliced-time det'/det0 = -0.016669 omega^-2
-1/60 = -0.016667 omega^-2
Im(integral)/full Gaussian at v=20 = 0.4967
exp(I) by quadrature = 4.000000
flux rate at v=3 = 5.9766e-09 omega
Resonances: v, Re E/(hbar omega), width/(hbar omega),
  instanton rate/omega, R=exact/instanton, v(1-R)
  1 0.465139 4.54003e-03 6.19058e-03 0.73338 0.2666
  2 0.485659 5.83084e-06 6.53622e-06 0.89208 0.2158
  3 0.490867 5.56327e-09 5.97657e-09 0.93085 0.2075
  5 0.494690 4.12676e-15 4.30066e-15 0.95956 0.2022
  8 0.496735 2.20731e-24 2.26378e-24 0.97506 0.1996
 12 0.497842 8.47163e-37 8.61389e-37 0.98348 0.1982
R extrapolated to 1/v = 0: 0.999963
relative width change, other angle and basis, v=12: 0.0e+00
```
